\section*{Gauge dependence of the field-renormalization logarithms in scalar QED}

\section*{Problem}

A charged scalar field has the Lagrangian $|D\phi|^2-m^2|\phi|^2-\tfrac14F^2$ plus a covariant gauge-fixing term. The metric is $(+,-,-,-)$ and the photon propagator is
\[
\frac{-i}{k^2-M^2}\left[g^{\mu\nu}-(1-\xi)\frac{k^\mu k^\nu}{k^2-M^2}\right],
\]
so that $\xi=1$ is Feynman gauge and $\xi=0$ Landau gauge. The photon mass $M$ is an infrared regulator, to be removed where possible. The full scalar propagator is $i/(p^2-m^2-\Sigma)$.

Find $\Sigma(p^2)$ at one loop. The on-shell residue is $Z=1+\delta Z$, with $\delta Z=\Sigma'(m^2)$ at this order. How do its ultraviolet and infrared logarithms depend on $\xi$?

\section*{A tempting solution}

Let $a=e^2/16\pi^2=\alpha/4\pi$, $d=4-2\varepsilon$, $\Delta=p^2-m^2$ and $D=(p-k)^2-m^2$. With the $\overline{\rm MS}$ scale $\mu$, write
\[
\int_k\equiv(\mu^2e^{\gamma_E})^{\varepsilon}\int\frac{d^dk}{i\pi^{d/2}} ,
\]
so that $e^2$ times the usual loop measure is $ia\int_k$.

The rainbow graph has two vertices $-ie(2p-k)^\mu$, a scalar propagator $i/D$ and a photon propagator. Its prefactor is $(-ie)^2(i)(-i)=-e^2$. The seagull vertex is $2ie^2g_{\mu\nu}$, and its closed photon line has symmetry factor $\tfrac12$, giving $\tfrac12(2ie^2)(-i)=+e^2$. Since the sum of graphs is $-i\Sigma$,
\begin{align*}
\frac{\Sigma}{a}=\int_k\Bigg\{&\frac{(2p-k)^2}{(k^2-M^2)D}-(1-\xi)\frac{[(2p-k)\cdot k]^2}{(k^2-M^2)^2D}\\
&-\frac{d}{k^2-M^2}+(1-\xi)\frac{k^2}{(k^2-M^2)^2}\Bigg\}.
\end{align*}

From $D=\Delta-2p\cdot k+k^2$ follows $2p\cdot k=\Delta-D+k^2$. Hence
\begin{align*}
(2p-k)^2&=4p^2-2(\Delta-D+k^2)+k^2=2(p^2+m^2)+2D-k^2,\\
(2p-k)\cdot k&=2p\cdot k-k^2=\Delta-D .
\end{align*}
In the first line put $k^2=(k^2-M^2)+M^2$. The square of the second, divided by $D$, is
\[
\frac{(\Delta-D)^2}{D}=\frac{\Delta^2}{D}-2\Delta+D=\frac{\Delta^2}{D}-\Delta-2p\cdot k+k^2 .
\]
The term odd in $k$ integrates to zero, and the $k^2$ term cancels the gauge part of the seagull. Define
\begin{align*}
A(m)&=\int_k\frac1{k^2-m^2}, & B&=\int_k\frac1{(k^2-M^2)D},\\
C&=\int_k\frac1{(k^2-M^2)^2D}, & T&=\int_k\frac1{(k^2-M^2)^2}.
\end{align*}
Then
\begin{equation}
\begin{aligned}
\frac{\Sigma}{a}={}&(2p^2+2m^2-M^2)B-A(m)+(2-d)A(M)\\
&-(1-\xi)\left[\Delta^2C-\Delta T\right].
\end{aligned}
\label{reduced}
\end{equation}

Now comes the tempting step. For a massless photon $T=\int_k k^{-4}$ contains no scale and vanishes in dimensional regularization, so it is dropped. The remaining gauge term has a double zero at $\Delta=0$ and cannot contribute to $\Sigma'(m^2)$. The residue then comes from the metric part alone, whose infrared divergence is regulated by $M=\lambda\ll m$:
\[
\frac{\delta Z}{a}\overset{?}{=}2B+4m^2B' .
\]

To evaluate it, combine denominators with weight $x$ on the scalar line:
\begin{equation}
\begin{aligned}
B&=\frac1\varepsilon-\int_0^1dx\,\ln\frac{H}{\mu^2},\\
H&=xm^2+(1-x)M^2-x(1-x)p^2 .
\end{aligned}
\label{B}
\end{equation}
On shell $H=x^2m^2+(1-x)\lambda^2$. As $\lambda\to0$, $-\int_0^1\ln x^2\,dx=2$, so
\begin{align*}
B&\to\frac1\varepsilon-\ln\frac{m^2}{\mu^2}+2,\\
m^2B'&=\int_0^1dx\,\frac{x(1-x)m^2}{H}\to\frac12\ln\frac{m^2}{\lambda^2}-1 .
\end{align*}
In the second line the term with $x$ gives the logarithm and the term with $x^2$ gives $-1$. The constants cancel in the sum:
\begin{equation}
2B+4m^2B'\to2\left[\frac1\varepsilon-\ln\frac{\lambda^2}{\mu^2}\right].
\label{metric}
\end{equation}
The conclusion would be that both logarithms have coefficient 2 in every gauge.

\section*{Where it fails}

The reduction \eqref{reduced} and the metric result \eqref{metric} are correct. The fault is the omission of $T$. After Wick rotation and the angular integration, with $K=-k^2$, the massless integral is proportional to $\int_0^\infty dK\,K^{-1-\varepsilon}$. Split it at $K=\kappa^2$:
\[
\int_{\kappa^2}^{\infty}\frac{dK}{K^{1+\varepsilon}}=\frac{\kappa^{-2\varepsilon}}{\varepsilon}\quad(\varepsilon>0),\qquad
\int_0^{\kappa^2}\frac{dK}{K^{1+\varepsilon}}=-\frac{\kappa^{-2\varepsilon}}{\varepsilon}\quad(\varepsilon<0).
\]
The first pole is ultraviolet and the second infrared. Their sum is zero only after the two regulators are identified. The question asks for the two ends separately, so this cancellation discards what is sought. It is also inconsistent to keep $\lambda$ in the metric part and remove it from the gauge part.

With the photon mass kept throughout,
\begin{equation}
T=\frac1\varepsilon-\ln\frac{\lambda^2}{\mu^2}.
\label{T}
\end{equation}

\section*{The on-shell residue}

For $\lambda>0$, $C$ and $C'$ are finite at $p^2=m^2$, so $\Delta^2C$ does drop out of the derivative. The term $\Delta T$ has a single zero and survives:
\[
\frac{\delta Z}{a}=2B+(4m^2-\lambda^2)B'+(1-\xi)T .
\]
The term $\lambda^2B'$ vanishes as $\lambda\to0$. With \eqref{metric} and \eqref{T},
\begin{equation}
\boxed{\;\delta Z=a(3-\xi)\left[\frac1\varepsilon-\ln\frac{\lambda^2}{\mu^2}\right]\;}
\label{Z}
\end{equation}
up to terms that vanish with $\lambda/m$. The factor is $2+(1-\xi)$. In the metric part the ultraviolet weight 2 comes from $2B$, and the infrared weight 2 from the soft region of $4m^2B'$. The integral $T$ runs logarithmically from $\lambda$ upward and adds the same weight $1-\xi$ at both ends.

The infrared logarithm belongs to the on-shell residue. A minimally subtracted field constant contains just the ultraviolet pole.

\section*{The self-energy off shell}

For $p^2<m^2$ the photon mass can be removed. Put
\[
q=m^2-p^2,\qquad \ell=\ln\frac{q}{m^2},\qquad U=\frac1\varepsilon-\ln\frac{m^2}{\mu^2}.
\]
At $M=0$, $H=x(q+xp^2)$. The factor $x$ contributes $+1$ to $B$. For the other factor substitute $y=q+xp^2$, which runs from $q$ to $m^2$:
\[
\int_0^1dx\,\ln\frac{q+xp^2}{\mu^2}=\frac1{p^2}\left[y\ln\frac{y}{\mu^2}-y\right]_q^{m^2}
=\ln\frac{m^2}{\mu^2}-\frac{q}{p^2}\ell-1 ,
\]
where $m^2-q=p^2$ was used. Therefore $B=U+2+(q/p^2)\ell$.

Since $C=\partial B/\partial M^2=-\int_0^1dx\,(1-x)/H$, use the partial fraction
\[
\frac{1-x}{x(q+xp^2)}=\frac1{qx}-\frac{m^2}{q(q+xp^2)} .
\]
A small $M$ replaces $qx$ by $qx+M^2$ near $x=0$, so the first term integrates to $q^{-1}\ln(q/M^2)$. The second gives $+m^2\ell/(qp^2)$. Thus
\[
C\to-\frac1q\left[\ln\frac q{M^2}+\frac{m^2}{p^2}\ell\right].
\]
With $\Delta=-q$, the photon mass cancels:
\begin{align*}
\Delta^2C-\Delta T&=q\left[\frac1\varepsilon-\ln\frac{M^2}{\mu^2}-\ln\frac q{M^2}-\frac{m^2}{p^2}\ell\right]\\
&=q\left[U-\frac{p^2+m^2}{p^2}\ell\right].
\end{align*}

Insert this, $B$ and $A(m)=m^2(U+1)$ in \eqref{reduced}; $A(M)$ vanishes with $M$. The coefficient of $U$ is
\[
2(p^2+m^2)-m^2-(1-\xi)(m^2-p^2)=(3-\xi)p^2+\xi m^2 ,
\]
the constants are $4(p^2+m^2)-m^2$, and the two $\ell$ terms add with weights $2$ and $1-\xi$:
\begin{equation}
\begin{aligned}
\frac{\Sigma}{a}={}&\left[(3-\xi)p^2+\xi m^2\right]\left(\frac1\varepsilon-\ln\frac{m^2}{\mu^2}\right)+4p^2+3m^2\\
&+(3-\xi)\frac{(p^2+m^2)(m^2-p^2)}{p^2}\ln\frac{m^2-p^2}{m^2}.
\end{aligned}
\label{closed}
\end{equation}

Three limits show its content.

\emph{Far spacelike}, $-p^2\gg m^2$: the last line tends to $-(3-\xi)p^2\ln(-p^2/m^2)$, so
\[
\Sigma\to a(3-\xi)p^2\left[\frac1\varepsilon-\ln\frac{-p^2}{\mu^2}\right]+4ap^2 .
\]

\emph{Near the mass shell}: the last line becomes $-2(3-\xi)\Delta\ln(-\Delta/m^2)$. Its derivative diverges at $\Delta=0$. Without an infrared regulator the one-loop residue therefore does not exist, except at $\xi=3$ (Fried--Yennie gauge), where \eqref{closed} is a polynomial in $p^2$. It then gives $\Sigma'(m^2)=4a$, whereas \eqref{Z} gives zero at $\xi=3$. The constant depends on the order of limits. Equation \eqref{Z} sets $q=0$ at fixed $\lambda$, where $\Delta^2C$ drops out. Equation \eqref{closed} removes the photon mass at fixed $q$, where $C$ grows as $1/q$ times a logarithm and $\Delta^2C$ contributes to the derivative.

\emph{On the mass shell}: the logarithmic term vanishes and $\xi$ drops out,
\[
\Sigma(m^2)=am^2\left[\frac3\varepsilon-3\ln\frac{m^2}{\mu^2}+7\right].
\]
The pole mass is gauge independent at this order, although the residue is not.

\section*{A cutoff version and its numbers}

The two logarithms can be displayed together by subtracting the contribution of a heavy photon, $\Lambda\gg m$. For $M=\Lambda$, \eqref{B} has $H\simeq(1-x)\Lambda^2$, so
\[
B\to\frac1\varepsilon-\ln\frac{\Lambda^2}{\mu^2}+1,\qquad
\Lambda^2B'\to\int_0^1x\,dx=\frac12 .
\]
The heavy contribution to $\delta Z/a$ is thus $(3-\xi)[1/\varepsilon-\ln(\Lambda^2/\mu^2)]+2-\tfrac12$. Subtracting it from \eqref{Z} gives
\begin{equation}
\delta Z=a\left[(3-\xi)\ln\frac{\Lambda^2}{\lambda^2}-\frac32\right].
\label{cut}
\end{equation}
The constant depends on the regulator and does not carry the factor $3-\xi$.

The leading correction in $r=\lambda/m$ follows from $\int_0^1dx\,(1-x)/(x^2+(1-x)r^2)\simeq\pi/2r$. Integrating $\partial B/\partial\lambda^2$ changes $B$ by $-\pi r$. In $m^2B'$ the term with $x$ changes by $\pi r/4$ and the term with $x^2$ by $\pi r/2$. The total is $2(-\pi r)+4(3\pi r/4)=\pi r$, independent of $\xi$.

Take $\lambda=10^{-4}m$ and $\Lambda=10^3m$. Then $\ln(\Lambda^2/\lambda^2)=32.23619$ and $a=5.807\times10^{-4}$. In Landau gauge \eqref{cut} gives
\[
\frac{\delta Z}{a}=3(32.23619)-1.5=95.20857,\qquad \delta Z=0.0553 .
\]
Direct integration of the unreduced rainbow graph gives $\delta Z/a=95.20890$. The excess, $0.00033$, is close to $\pi\lambda/m=0.000314$; terms suppressed by $m^2/\Lambda^2$ are also omitted from \eqref{cut}.

\begin{center}
\begin{tabular}{c|ccc}
$\xi$ & $\delta Z$ & slope in $\ln\lambda^2$ & slope in $\ln\Lambda^2$\\ \hline
0 & $0.0553$ & $-2.9994$ & $2.9998$\\
1 & $0.0366$ & $-1.9994$ & $1.9998$\\
3 & $-0.0009$ & $0.0006$ & $-0.0002$
\end{tabular}
\end{center}

The slopes are those of $\delta Z/a$, taken as secants: between $\lambda=10^{-4}m$ and $10^{-3}m$ at $\Lambda=10^3m$, and between $\Lambda=10^2m$ and $10^3m$ at $\lambda=10^{-4}m$. The tempting answer would put $\mp2$ in every row; it agrees just in Feynman gauge, where the omitted term has zero weight. The common offset $0.0006$ in the infrared slopes is the secant slope of the $\xi$-independent term $\pi\lambda/m$, namely $\pi(10^{-3}-10^{-4})/\ln100$. At $\xi=3$ both logarithms are gone, but $-3a/2$ remains.

With a massless photon, the slope of $\Sigma'/a$ in $\ln(1-p^2/m^2)$ between $1-p^2/m^2=10^{-3}$ and $10^{-5}$ is $-5.992$, $-3.995$ and $0.000$ for $\xi=0,1,3$. The limit is $-2(3-\xi)$; the small deviations come from the next term in the expansion of \eqref{closed} about the shell.

At $\mu=m$, after removal of the pole, the squared mass shifts by $7a=0.0041$ of $m^2$, and the mass by $0.0020$ of $m$. For $\xi\neq3$ the one-loop $\delta Z$ is a small correction only while $a|3-\xi|\ln(\Lambda^2/\lambda^2)\ll1$. As $\lambda\to0$ its magnitude grows without bound, so the one-loop truncation cannot be relied on there. The numerical output below gives the remaining comparisons.

\section*{Values computed for the example and the checks}
\begin{verbatim}
fine-structure constant alpha = 0.007297353 (dimensionless)
a = alpha/(4 pi) = 5.807049e-04 (dimensionless)
photon mass lam = 1.0e-04 m, heavy photon mass Lam = 1.0e+03 m
ln(Lam^2/lam^2) = 32.23619 (dimensionless)
reduction vs direct graphs, d=1.5: max error 1.7e-11 (m=1)
closed form vs reduction, d near 4: max error 9.3e-05 m^2
On-shell residue shift deltaZ (dimensionless):
 xi=0: deltaZ/a direct = 95.20890, formula = 95.20857
 xi=0: deltaZ direct = 0.055288
 xi=0: slope in ln lam^2 = -2.9994, in ln Lam^2 = 2.9998
 xi=1: deltaZ/a direct = 62.97271, formula = 62.97238
 xi=1: deltaZ direct = 0.036569
 xi=1: slope in ln lam^2 = -1.9994, in ln Lam^2 = 1.9998
 xi=3: deltaZ/a direct = -1.49967, formula = -1.50000
 xi=3: deltaZ direct = -0.000871
 xi=3: slope in ln lam^2 = 0.0006, in ln Lam^2 = -0.0002
predicted photon-mass correction pi*lam/m = 0.000314
Massless photon, logarithmic slopes in units of a (dimensionless):
 near-shell points 1-p^2/m^2 = 1e-03 and 1e-05
 xi=0: Sigma' per ln(1-p^2/m^2) = -5.9918
 xi=0: Sigma/p^2 per ln(-p^2/m^2), far spacelike = -3.0000
 xi=1: Sigma' per ln(1-p^2/m^2) = -3.9945
 xi=1: Sigma/p^2 per ln(-p^2/m^2), far spacelike = -2.0000
 xi=3: Sigma' per ln(1-p^2/m^2) = 0.0000
 xi=3: Sigma/p^2 per ln(-p^2/m^2), far spacelike = 0.0000
Finite MS-bar Sigma(m^2)/(a m^2) at mu=m, from reduction near d=4:
 xi=0: 7.000 (dimensionless)
 xi=1: 7.000 (dimensionless)
 xi=3: 7.000 (dimensionless)
closed-form value = 7.000 (dimensionless)
relative shift of squared mass = 0.004065 (dimensionless)
relative shift of mass, first order = 0.002032
\end{verbatim}
